# Recovering Surface Specularity from One Thin-Film Resistivity Ratio by Bisection

## A thick film, where the answer can be seen

Take a metal film of thickness $d$, much thicker than the bulk mean free path $\lambda$, with a current flowing along it. An electron that strikes a surface is reflected specularly with probability $p$: its velocity along the film is kept and its normal velocity reversed. Otherwise it leaves diffusely, with no memory of its drift. The number $p$, the specularity, is taken to be the same for both surfaces and all angles.

Let $\mu$, between 0 and 1, be the magnitude of the cosine between the velocity and the film normal. In a thick film, electrons arriving at a surface carry the full bulk drift. Those leaving lack a fraction $1-p$ of it, and regain it over the depth $\lambda\mu$. At any moment half the electrons are moving away from a given surface. There are two surfaces, so the mean fractional loss for direction $\mu$ is $(1-p)\lambda\mu/d$.

Directions do not count equally in the current. For a spherical Fermi surface their weight is the squared velocity along the field, which, averaged over azimuth, is proportional to $1-\mu^2$. Since $\int_0^1(1-\mu^2)d\mu=2/3$, the normalized weight is $\tfrac32(1-\mu^2)$. With $\kappa=d/\lambda$, the film-to-bulk conductivity ratio is

$$
F\simeq1-\frac{3(1-p)}{2\kappa}\int_0^1\mu(1-\mu^2)\,d\mu
=1-\frac{3(1-p)}{8\kappa},\qquad \kappa\gg1 .
$$

If $r=\rho_{\rm film}/\rho_{\rm bulk}$ is known, then $F=1/r$, and

$$
p\simeq1-\frac{8\kappa}{3}\left(1-\frac1r\right).
$$

The factor $8\kappa/3$ multiplies any error in $1/r$. A thick film therefore determines $p$ poorly, however accurately the equation is solved.

## The conductivity at any thickness

When $d$ is comparable to $\lambda$, electrons reach one surface still carrying the deficit left by the other. We keep the spherical Fermi surface and assume one isotropic relaxation time $\tau$, a sharp Fermi edge and a weak field $\mathcal E$ along $x$. The electron charge is $-e$, and $z$ runs from 0 to $d$ across the film.

Write the distribution as $f_0(\varepsilon)+f_1$, where $f_0$ is the equilibrium distribution. To first order in the field, the steady Boltzmann equation is

$$
v_z\frac{\partial f_1}{\partial z}-e\mathcal E v_x\frac{df_0}{d\varepsilon}
=-\frac{f_1}{\tau}.
$$

Without surfaces, $f_1=e\mathcal E\tau v_x\,df_0/d\varepsilon$. In the film, let $g$ be $f_1$ divided by this bulk value. For electrons moving towards larger $z$, $v_z=v_F\mu$ and $\lambda=v_F\tau$, so

$$
\lambda\mu\frac{dg_+}{dz}=1-g_+,\qquad
g_+(z)=1-Ae^{-z/(\lambda\mu)} .
$$

At $z=0$, diffusely scattered electrons contribute nothing to $g_+$, and specular ones bring the incoming value: $g_+(0)=p\,g_-(0)$. The surfaces are alike, so mirror symmetry gives $g_-(0)=g_+(d)$. With $E=e^{-\kappa/\mu}$, these conditions become

$$
1-A=p(1-AE)\quad\Longrightarrow\quad A=\frac{1-p}{1-pE}.
$$

The average over depth is

$$
\bar g=1-\frac Ad\int_0^d e^{-z/(\lambda\mu)}dz
=1-\frac{\mu}{\kappa}\frac{(1-p)(1-E)}{1-pE}.
$$

Electrons moving the other way have the same average. Applying the weight $\tfrac32(1-\mu^2)$ gives the Fuchs–Sondheimer conductivity ratio

$$
F(p,\kappa)=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)
\frac{(1-p)(1-E)}{1-pE}\,d\mu .
$$

At $p=1$ the surfaces cost nothing and $F=1$. For large $\kappa$, $E$ is negligible and the thick-film result returns.

## Strict increase with specularity

Let $0\le p<q\le1$. Only the factor $(1-p)/(1-pE)$ depends on $p$. Its decrease from $p$ to $q$ is

$$
\frac{1-p}{1-pE}-\frac{1-q}{1-qE}
=\frac{(1-p)(1-qE)-(1-q)(1-pE)}{(1-pE)(1-qE)} .
$$

The numerator expands to

$$
1-p-qE+pqE-1+q+pE-pqE=(q-p)(1-E).
$$

This factor enters $F$ with a minus sign, so

$$
F(q)-F(p)=(q-p)\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)
\frac{(1-E)^2}{(1-pE)(1-qE)}\,d\mu .
$$

For finite positive $\kappa$ and $0<\mu<1$, we have $0<E<1$. Every factor in the integrand is then positive, and $F(q)>F(p)$. This proves strict increase on the closed interval $[0,1]$.

The same identity gives numerical bounds. Both denominator factors lie between $1-E$ and 1, so the fraction lies between $(1-E)^2$ and 1. Hence

$$
m(q-p)\le F(q)-F(p)\le M(q-p),
$$

$$
M=\frac{3}{8\kappa},\qquad
m=\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)(1-E)^2d\mu>0 .
$$

The upper bound shows that $F$ is continuous in $p$. Letting $q\to p$ gives the slope

$$
F'(p)=\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)
\frac{(1-E)^2}{(1-pE)^2}\,d\mu .
$$

The limit may be taken inside the integral because the integrand never exceeds $\mu-\mu^3$. The slope rises with $p$, from $m$ at $p=0$ to $M$ at $p=1$.

The lower constant can be written with the exponential integrals $E_n(x)=\int_1^\infty e^{-xt}t^{-n}dt$. Substituting $t=1/\mu$ gives $\int_0^1\mu^k e^{-x/\mu}d\mu=E_{k+2}(x)$. Expanding $(1-E)^2=1-2E+E^2$ then yields

$$
m=\frac{3}{2\kappa}\left[\frac14-2\bigl(E_3(\kappa)-E_5(\kappa)\bigr)
+E_3(2\kappa)-E_5(2\kappa)\right].
$$

## Which ratios have a solution

Since $F$ is continuous and strictly increasing, $F(p)=1/r$ has a solution in $[0,1]$ if and only if

$$
1\le r\le\frac1{F(0,\kappa)},\qquad
F(0,\kappa)=1-\frac{3}{2\kappa}\left[\frac14-E_3(\kappa)+E_5(\kappa)\right],
$$

and the solution is unique. A ratio outside this window must be rejected, not moved to the nearest endpoint. It means that the data, the assumed $\lambda$ or $d$, or the model is at fault. A ratio inside the window does not confirm the model: one number has been used to fit one parameter.

## Bisection and its error

Set $T=1/r$ and check that $F(0)\le T\le F(1)$. Start with $a_0=0$ and $b_0=1$, then repeat:

1. Compute the midpoint $c=(a_n+b_n)/2$ and $F(c)$.
2. If $F(c)<T$, the root lies to the right: replace the lower end by $c$.
3. Otherwise replace the upper end by $c$.

After $n$ halvings the bracket has width $2^{-n}$. Its midpoint is at most half that width from the root $p_*$:

$$
|p_n-p_*|\le2^{-(n+1)} .
$$

In practice $F$ comes from quadrature. Suppose each computed value is wrong by at most $\epsilon$, and that the root exists. The final ends $a$ and $b$ satisfy the computed inequalities, so the true function obeys $F(a)\le T+\epsilon$ and $F(b)\ge T-\epsilon$. The lower slope bound then gives $a\le p_*+\epsilon/m$ and $b\ge p_*-\epsilon/m$. The midpoint lies half a bracket width from each end, so

$$
|p_n-p_*|\le2^{-(n+1)}+\frac{\epsilon}{m}.
$$

More halvings reduce the first term only. An occasional wrong decision close to the root is covered by the second.

An error in the measured ratio acts differently: it moves the root itself. If $T$ changes by $\delta T$ and both roots exist, the two slope bounds give

$$
\frac{8\kappa}{3}|\delta T|\le|\delta p|\le\frac{|\delta T|}{m}.
$$

For small errors, $\delta T=-\delta r/r^2$, and therefore

$$
\delta p\simeq-\frac{1}{rF'(p)}\frac{\delta r}{r}.
$$

## The thin-film limit

Now let $\kappa\to0$ at fixed $p<1$, and put $x=\kappa/\mu$. For small $x$,

$$
\frac{1-e^{-x}}{x}\simeq1-\frac x2,\qquad
\frac{1-p}{1-pe^{-x}}\simeq1-\frac{px}{1-p}.
$$

Multiplying these and subtracting from 1 gives

$$
\bar g\simeq x\left(\frac12+\frac p{1-p}\right)
=\frac{\kappa}{2\mu}\frac{1+p}{1-p}.
$$

This holds for $\mu\gg\kappa/(1-p)$. The excluded grazing directions contribute a term of order $\kappa$, without a logarithm, because $\bar g\le1$ there. To leading logarithm,

$$
F\simeq\frac{3\kappa}{4}\frac{1+p}{1-p}\ln\frac1\kappa .
$$

The same expansion in the slope integral gives $F'\simeq\frac{3\kappa}{2}(1-p)^{-2}\ln(1/\kappa)$. Since $1/r=F$, the sensitivity becomes

$$
\delta p\simeq-\frac{F}{F'}\frac{\delta r}{r}
=-\frac{1-p^2}{2}\frac{\delta r}{r}.
$$

The large factor of the thick film has gone: in this limit a 1% error in $r$ moves $p$ by $0.005(1-p^2)$. The limit is approached slowly, with relative corrections of order $1/\ln(1/\kappa)$, so at finite $\kappa$ the shift can be several times larger, and more so as $p$ nears 1; in the example below, with $\kappa=0.5$, it is about 0.016. All this holds within the classical model. A film only a few Fermi wavelengths thick needs a quantum treatment.

## Worked example

Take $d=20$ nm, $\lambda=40$ nm and an assumed ratio $r=1.40$. Then $\kappa=0.500$ and $T=0.714286$. The integrals over $\mu$ are evaluated by Gauss–Legendre quadrature with 200 points.

The closed forms give $F(0)=0.521881$, so the largest admissible ratio is $1/0.521881=1.916$. The slope bounds are $m=0.3240$ and $M=0.7500$. They already confine the root: $T-F(0)=0.1924$ must lie between $mp$ and $Mp$, hence $0.256\le p\le0.594$.

| Step | Lower end | Upper end | Midpoint | $F$ at midpoint |
|---|---|---|---|---|
| 1 | 0 | 1 | 0.5 | 0.712201 |
| 2 | 0.5 | 1 | 0.75 | 0.838051 |
| 3 | 0.5 | 0.75 | 0.625 | 0.771653 |
| 4 | 0.5 | 0.625 | 0.5625 | 0.741152 |
| 5 | 0.5 | 0.5625 | 0.53125 | 0.726493 |
| 6 | 0.5 | 0.53125 | 0.515625 | 0.719302 |

The first value lies below $T$ and the next five above it. After 19 halvings the bisection error is at most $2^{-20}=9.5\times10^{-7}$, and the result is $p=0.504607$. The slope there is 0.4533, so one linear step from the first midpoint agrees:

$$
0.5+\frac{0.714286-0.712201}{0.4533}=0.5046 .
$$

The thick-film formula would give $1-\tfrac43(0.2857)=0.619$. At this thickness it is too high by 0.11.

The six digits describe the solution of the equation, not knowledge of the surface. Changing one input at a time gives:

- **Ratio.** With $r$ lower or higher by 1%, $p$ is 0.520 or 0.489. The linear estimate is $0.01\times0.7143/0.4533=0.016$.
- **Mean free path.** With $\lambda$ lower or higher by 10%, at fixed $r$ and $d$, $p$ is 0.458 or 0.544. A longer path makes surfaces more costly, so the same $r$ requires smoother reflection.
- **Thickness.** If $\rho_{\rm film}$ is obtained as sheet resistance times $d$, an error in $d$ changes both $r$ and $\kappa$. With $d$ lower or higher by 5%, at fixed sheet resistance, $p$ is 0.603 or 0.404.

With such inputs, $p\approx0.5$ is all that should be reported.

For comparison, a 400 nm film with the same $\lambda$ has $\kappa=10$. Its whole window is $1\le r\le1.039$. An error of 0.01 in $1/r$ then shifts $p$ by at least $0.01\times80/3=0.267$, if a solution remains at all.

## Grain boundaries compete for the same resistance

Suppose grain boundaries are planes normal to the current, at random positions with mean spacing $D$, and each reflects an electron with small probability $R$. Let $u_x=v_x/v_F$. Reflections occur at the rate $Rv_F|u_x|/D$ and reverse $v_x$. Because $f_1$ is odd in $v_x$, exchange between the two directions removes $f_1$ at twice that rate. The total relaxation rate is therefore

$$
\frac{1+a|u_x|}{\tau},\qquad a=\frac{2R\lambda}{D}.
$$

Successive encounters are treated as independent, so this is an estimate for small $R$. With $c=1+a|u_x|$, the path $\lambda$ becomes $\lambda/c$ in each direction, and the response far from the surfaces is reduced by $1/c$. Relative to grain-free bulk,

$$
F_g=3\left\langle\frac{u_x^2}{c}\left[1-\frac{\mu}{\kappa c}
\frac{(1-p)(1-E_c)}{1-pE_c}\right]\right\rangle,\qquad
E_c=e^{-\kappa c/\mu},
$$

where the average is over all directions. The earlier algebra applies to each direction, so $F_g$ also increases strictly with $p$, and bisection still works. The upper end of its range is now $F_g(1)<1$.

For $R=0.2$ and the same $r=1.40$, two-dimensional Gauss–Legendre quadrature gives $p=0.541$ at $D=400$ nm and $p=0.650$ at $D=100$ nm. At $D=29.4$ nm, $F_g(1)=1/r$: within this estimate the grains account for the whole ratio, and $p=1$. With still smaller grains no specularity fits. Real boundaries stay in place, so an electron can meet the same one repeatedly; at $R=0.2$ this raises the grain resistance by about 23%, close to replacing $R$ by $R/(1-R)$, and moves the crossover from 29 nm to about 36 nm. The Mayadas–Shatzkes model, for which values of $R$ are usually quoted, has the rate $(1+\alpha/|u_x|)/\tau$ with $\alpha=\lambda R/[D(1-R)]$; for $R=0.2$ it gives $p=0.67$ at $D=100$ nm and a crossover near 36 nm. One resistivity ratio cannot separate surfaces from grains; the grain contribution must be known independently.

## Beside a real copper film

The lengths above are roughly those of a copper interconnect film at room temperature. With a rough Fermi wavenumber $k_F=13.6$ nm$^{-1}$, the free-electron density is $n=k_F^3/(3\pi^2)=8.50\times10^{28}$ m$^{-3}$. The bulk resistivity is then $\hbar k_F/(ne^2\lambda)=1.64$ µΩ cm, and the film resistivity is $1.40\times1.644=2.30$ µΩ cm. This assumed ratio is low for a fine-grained copper film of this thickness and better suits a large-grained one. A polycrystalline film also breaks the assumption that there are no grain boundaries. With $R=0.2$, including them moves $p$ from 0.50 to about 0.65–0.7 at 100 nm grain size, and to 1 at a grain size between 29 and 36 nm, depending on how the boundaries are modelled. A narrow line also has side walls, which this film formula omits.

Temperature matters too. If $\lambda$ varies as $1/T$, a rough law for phonon scattering, it falls from 40 nm at 300 K to 32.2 nm at 373 K. With $p$ held at its recovered value, $r$ falls to 1.325 while the film resistivity rises to 2.71 µΩ cm. Had $r=1.40$ been measured at 373 K, the reading under this law would be $p=0.404$, not 0.505; the resistivity of copper rises somewhat faster than $T$ in this range, which brings it to about 0.39. The mean free path must belong to the temperature of the measurement.

Three other neglected effects can be estimated simply: discrete transverse levels, thermal smearing and the energy electrons gain from the field. The film holds about $k_Fd/\pi=87$ transverse levels. Replacing the surface integral by a sum over $\mu_n=n\pi/(k_Fd)$, with the bulk term unchanged, lowers $p$ by less than $10^{-4}$, by an amount that oscillates with the fractional part of $k_Fd/\pi$. At fixed electron density, however, the discrete levels also raise the Fermi wavenumber, by about 0.3%, and with that included the shift is of order 0.01. Neither estimate is a full quantum calculation. Thermal smearing enters at order $(k_BT/E_F)^2\approx10^{-5}$. At 1 MA/cm², an electron gains about $9\times10^{-6}$ eV from the field over one mean free path, far below $k_BT=0.026$ eV, so the electron distribution is little disturbed; the warming of the film itself depends on how its heat is removed. Anisotropy of the Fermi surface and any dependence of the specularity on angle have not been calculated, and need not be small; the 10% variation of $\lambda$ shows only how strongly $p$ responds to an error in that length.
